\section*{The electrochemical nucleation theorem: critical cluster size from the overpotential slope, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: from the cluster chain to the slope}

A metal is deposited from a solution of its ions, of charge $z$, on a foreign electrode. New crystals appear on active sites of the surface at a rate $J$ per unit area and time. This rate rises steeply with the driving voltage. The problem asks what the steepness says about the small clusters from which the crystals grow.

The algebra uses atomic units, so the elementary charge is $e=1$ and a voltage times a charge number is an energy. Boltzmann's constant $k$ is kept, and $e$ is restored in the main result. The electrode potential is $E$. The potential at which bulk metal is in equilibrium with the solution is $E_{\rm eq}$. The cathodic overpotential, positive for deposition, and its dimensionless form are
\begin{equation}
\eta=E_{\rm eq}-E,\qquad x=\frac{z\eta}{kT}.
\end{equation}
Temperature and ion activity are fixed unless stated otherwise. Each site holds at most one cluster, which gains or loses one atom at a time. A cluster has $n$ atoms, and $n=0$ is the empty site.

\subsection*{(a) The work of forming a cluster}

\emph{Question.} Find the reversible work $G_n$ of forming an $n$-atom cluster at overpotential $\eta$, and the equilibrium density $C_n$ of such clusters.

\emph{Solution.} First let one ion become an atom of bulk metal. The ion, with chemical potential $\mu_{\rm ion}$ in the solution, takes $z$ electrons from the electrode. The free-energy change is
\begin{equation}
\Delta=\mu_{\rm bulk}-\mu_{\rm ion}-z\mu_{\rm el}(E).
\end{equation}
An electron has charge $-1$, so its electrochemical potential in the electrode falls as $E$ rises: $\mu_{\rm el}(E)=\mu_{\rm el}(E_{\rm eq})-(E-E_{\rm eq})=\mu_{\rm el}(E_{\rm eq})+\eta$. At $E_{\rm eq}$ the change $\Delta$ vanishes by definition. Hence
\begin{equation}
\Delta=-z\eta .
\end{equation}

The atoms of a small cluster are less well bound than bulk atoms. Let $\Phi_n$ be the work of making the cluster on its site from $n$ atoms of bulk metal, with $\Phi_0=0$. It contains the surface, edge and substrate contributions, and no particular form is assumed for it. Adding the two stages gives
\begin{equation}
G_n=\Phi_n-nz\eta .
\label{eq:work}
\end{equation}
For now $\Phi_n$ is taken as independent of $\eta$; part (i) removes this assumption.

Let $N_0$ be the density of empty sites, also taken as independent of $\eta$. For independent sites, the equilibrium ratio of sites with $n$ atoms to empty sites is the Boltzmann factor of $G_n$:
\begin{equation}
C_n=N_0e^{-G_n/kT}=N_0\exp\!\left(-\frac{\Phi_n}{kT}+nx\right).
\label{eq:pop}
\end{equation}
At $\eta>0$ this is a constrained equilibrium. It would hold if clusters were prevented from growing beyond some size. Without that constraint the large clusters keep growing, and the actual populations differ from $C_n$. The reference populations are nevertheless well defined for every $n$.

\subsection*{(b) How attachment and detachment depend on voltage}

\emph{Question.} Let $f_n$ be the frequency with which an $n$-atom cluster gains an atom, and $g_n$ that with which it loses one. Define the attachment transfer coefficient by
\begin{equation}
\alpha_n=\frac{d\ln f_n}{dx}.
\label{eq:alpha}
\end{equation}
How must $g_{n+1}$ depend on voltage? What is $\alpha_n$ if the atoms arrive from an adatom layer in equilibrium with the solution?

\emph{Solution.} In the constrained equilibrium every elementary step is balanced by its reverse:
\begin{equation}
f_nC_n=g_{n+1}C_{n+1}.
\label{eq:db}
\end{equation}
The frequencies belong to a cluster in contact with a given electrode and solution. They do not depend on how many other clusters are present, so this relation between them remains valid when the populations are out of equilibrium. Inserting (\ref{eq:pop}),
\begin{equation}
g_{n+1}=f_n\frac{C_n}{C_{n+1}}
=f_n\exp\!\left(\frac{\Phi_{n+1}-\Phi_n}{kT}-x\right),
\end{equation}
and therefore
\begin{equation}
\frac{d\ln g_{n+1}}{dx}=\alpha_n-1=-(1-\alpha_n).
\end{equation}
The voltage speeds attachment by the share $\alpha_n$ of its full effect and slows detachment by the remaining share.

Suppose the ion discharges directly at the cluster. If the transition state shifts in energy by a fraction of the total shift $-z\eta$, that fraction is $\alpha_n$, and it lies between 0 and 1 when the transition state is electrically intermediate between ion and atom. The definition refers to the whole ion charge. If a divalent ion takes its electrons one after the other and the first transfer sets the rate, with $f_n\propto\exp(\beta\eta/kT)$, then $x=2\eta/kT$ gives $\alpha_n=\beta/2$.

Now suppose that atoms arrive by diffusion from a dilute adatom layer in equilibrium with the solution. By (\ref{eq:pop}), applied to a single atom on the surface, the adatom density is proportional to $e^x$. If the adatom jump rate does not depend on voltage, then $f_n\propto e^x$ and $\alpha_n=1$. The detachment frequency is then independent of voltage, as it should be for an atom that moves onto the surface without exchanging charge.

\subsection*{(c) The stationary rate}

\emph{Question.} Clusters that reach a large size $M$ are counted as crystals and removed from the chain. The empty sites stay at density $N_0$. Find the stationary rate in terms of $f_n$ and $C_n$.

\emph{Solution.} Write the actual density of $n$-atom clusters as $y_nC_n$. The net flux from size $n$ to $n+1$ is
\begin{align}
J_n&=f_ny_nC_n-g_{n+1}y_{n+1}C_{n+1}\nonumber\\
&=f_nC_n(y_n-y_{n+1}),
\label{eq:flux}
\end{align}
where (\ref{eq:db}) was used in the second term. The density at size $n$ changes at the rate $J_{n-1}-J_n$. In the stationary state this is zero, so all fluxes equal the same $J$. Dividing by $f_nC_n$,
\begin{equation}
y_n-y_{n+1}=\frac{J}{f_nC_n}.
\label{eq:drop}
\end{equation}
The conditions at the ends are $y_0=1$, since the empty sites have density $N_0=C_0$, and $y_M=0$, since clusters of size $M$ are removed. Summing (\ref{eq:drop}) from $n=0$ to $M-1$, the left side telescopes to $y_0-y_M=1$. The result is
\begin{equation}
\frac1J=\sum_{n=0}^{M-1}\frac{1}{f_nC_n}.
\label{eq:sum}
\end{equation}

The terms act like resistances in series. A large one belongs to a size that is rare in equilibrium, or to one that gains atoms slowly. Beyond the maximum of $G_n$ the populations $C_n$ increase steeply and the terms become small. The choice of $M$ then has a negligible effect, provided $M$ lies far enough beyond the maximum.

The stationary state needs time to form after the voltage is switched on. It also fails when so many sites have been used that $N_0$ falls. Both limits are given numbers in part (k).

\subsection*{(d) The slope of the logarithmic rate}

\emph{Question.} Find $d\ln J/d\eta$ without assuming any form for $\Phi_n$. Then find its limit when one term dominates the sum.

\emph{Solution.} Substituting (\ref{eq:pop}) in (\ref{eq:sum}) gives
\begin{equation}
\frac1J=\sum_{n=0}^{M-1}t_n,\qquad
t_n=\frac{1}{N_0f_n}\exp\!\left(\frac{\Phi_n}{kT}-nx\right).
\end{equation}
Only $f_n$ and $nx$ vary with $x$ here. By (\ref{eq:alpha}),
\begin{equation}
\frac{dt_n}{dx}=-(n+\alpha_n)t_n .
\label{eq:dt}
\end{equation}
Since $\ln J=-\ln\sum_nt_n$, the two minus signs cancel:
\begin{equation}
\frac{d\ln J}{dx}=-\frac{\sum_ndt_n/dx}{\sum_nt_n}
=\sum_nw_n(n+\alpha_n),
\end{equation}
with the weights
\begin{equation}
w_n=\frac{t_n}{\sum_mt_m}=\frac{J}{f_nC_n},\qquad \sum_nw_n=1.
\label{eq:weights}
\end{equation}
An average with these weights is written $\langle\cdots\rangle$. Because $dx=z\,d\eta/kT$, and with the elementary charge restored,
\begin{equation}
\boxed{\frac{kT}{ze}\frac{d\ln J}{d\eta}=\langle n+\alpha_n\rangle .}
\label{eq:theorem}
\end{equation}
For the chain as defined, this holds at any barrier height and for any set of $\Phi_n$.

If one size $n_c$ carries nearly all the weight, the average reduces to that size:
\begin{equation}
\frac{kT}{ze}\frac{d\ln J}{d\eta}\simeq n_c+\alpha .
\label{eq:sharp}
\end{equation}
The critical size is the one with the largest $G_n/kT-\ln f_n$. It coincides with the maximum of $G_n$ when $f_n$ varies little between neighbouring sizes. The two terms in (\ref{eq:sharp}) have separate origins. The $n_c$ atoms already in the cluster each contribute a full ion charge to its equilibrium population. The next atom has only reached the transition state of its attachment, and it contributes the part $\alpha$.

The value $n_c=0$ is allowed. The empty site is then the critical state, the first attached atom usually leads on to a crystal, and the slope is $\alpha$ alone.

The theorem was tested on a chain with $M=40$ and $x=3$. The surface work was $8n^{2/3}kT$ plus random scatter with standard deviation $0.7kT$. The $\alpha_n$ were drawn between 0.2 and 0.8, and the attachment prefactors between 0.5 and 3. The balance equations were solved for $J$, which was then differentiated numerically. The slope agreed with $\langle n+\alpha_n\rangle$ to better than $10^{-8}$.

\subsection*{(e) The meaning of the weights and the curvature}

\emph{Question.} Let $h_n$ be the probability that a cluster of $n$ atoms reaches size $M$ before it dissolves completely. Express $w_n$ through $h_n$. Then, for $\alpha_n$ independent of voltage, find the curvature of $\ln J$.

\emph{Solution.} The next event for the cluster is an attachment with probability $f_n/(f_n+g_n)$ and a detachment otherwise. Thus
\begin{equation}
(f_n+g_n)h_n=f_nh_{n+1}+g_nh_{n-1},
\end{equation}
which rearranges to
\begin{equation}
h_{n+1}-h_n=\frac{g_n}{f_n}(h_n-h_{n-1}).
\label{eq:growth}
\end{equation}
The weights obey the same rule. From (\ref{eq:weights}) and from (\ref{eq:db}) with $n$ replaced by $n-1$,
\begin{equation}
\frac{w_n}{w_{n-1}}=\frac{f_{n-1}C_{n-1}}{f_nC_n}
=\frac{g_nC_n}{f_nC_n}=\frac{g_n}{f_n}.
\end{equation}
The differences $h_{n+1}-h_n$ add up to $h_M-h_0=1$, as the weights do. Two sequences with the same successive ratios and the same sum are equal, so
\begin{equation}
w_n=h_{n+1}-h_n .
\end{equation}
The weight of a size is the gain in growth probability brought by one more atom. The slope therefore registers the sizes at which the fate of a cluster is decided.

For the curvature, put $q_n=n+\alpha_n$. Equation (\ref{eq:dt}) and the normalization of $w_n$ give
\begin{equation}
\frac{dw_n}{dx}=w_n\left(\langle q\rangle-q_n\right).
\end{equation}
With constant $\alpha_n$ the $q_n$ themselves do not change, so
\begin{align}
\frac{d^2\ln J}{dx^2}&=\sum_nq_n\frac{dw_n}{dx}
=\langle q\rangle^2-\langle q^2\rangle\nonumber\\
&=-\operatorname{Var}(q)\le0 .
\label{eq:curve}
\end{align}
Under the present assumptions a plot of $\ln J$ against $\eta$ cannot bend upwards. An upward bend in data means that one of them has failed: $\alpha_n$, $\Phi_n$ or $N_0$ varies with voltage, or the state is not stationary, for example.

Experiments give rates at separate voltages. Integrating (\ref{eq:theorem}) between two of them yields
\begin{equation}
\frac{kT}{z}\frac{\ln J(\eta_2)-\ln J(\eta_1)}{\eta_2-\eta_1}
=\frac{1}{\eta_2-\eta_1}\int_{\eta_1}^{\eta_2}\langle q\rangle\,d\eta .
\label{eq:two}
\end{equation}
The measured quotient is the average of $\langle q\rangle$ over the interval. Since $\langle q\rangle$ does not increase with $\eta$, the quotient lies between its values at the two ends.

\section*{Second half: limits, corrections and a silver deposit}

The symbols are those of the first half. A cluster of $n$ atoms has work $G_n=\Phi_n-nz\eta$, equilibrium density $C_n=N_0e^{-G_n/kT}$ and attachment frequency $f_n$, with $x=z\eta/kT$ and $\alpha_n=d\ln f_n/dx$. The stationary rate obeys $1/J=\sum_n1/(f_nC_n)$. Its slope is $d\ln J/dx=\langle n+\alpha_n\rangle$, averaged with weights $w_n=J/(f_nC_n)$.

\subsection*{(f) When is the critical size a fixed integer?}

\emph{Question.} Flat islands grow on a close-packed terrace of the same metal. Each missing bond between neighbours in the layer costs an energy $\psi$. For which voltages is the critical size 2, and for which is it 1?

\emph{Solution.} An atom in a full layer has six neighbours in the layer, and each bond is shared by two atoms, which makes three bonds per atom. An island with $b_n$ bonds lacks $m_n=3n-b_n$, so $\Phi_n=\psi m_n$. The most compact islands of one to seven atoms have
\begin{equation}
m_n=3,\ 5,\ 6,\ 7,\ 8,\ 9,\ 9 .
\end{equation}
With $u=z\eta/\psi$ the work is $G_n/\psi=m_n-nu$.

An island of two or more atoms can always take a further atom that touches two of its atoms. Such an atom adds at most $3-2=1$ missing bond, so $m_n\le5+(n-2)=n+3$ for $n\ge2$. For $u>1$ and $n>2$ this gives
\begin{equation}
\frac{G_n}{\psi}\le3-n(u-1)<3-2(u-1)=5-2u=\frac{G_2}{\psi}.
\end{equation}
No larger island then competes with the pair. The pair has more work than the single atom when $5-2u>3-u$, that is, when $u<2$. The single atom has more work than the empty site when $u<3$. Hence
\begin{equation}
n_c=2\ \text{ for }\ 1<u<2,\qquad n_c=1\ \text{ for }\ 2<u<3 .
\end{equation}
When $\psi\gg kT$ and $f_n$ varies little with size, the plot of $\ln J$ is nearly straight inside each range and bends at its ends.

At 298 K take the round value $\psi=0.15$ eV, with $z=1$ and equal attachment prefactors. The mean critical size is 2.01 at 225 mV and 1.00 at 375 mV, the middles of the two ranges. At both voltages one size carries about 90 per cent of the weight. The two neighbouring sizes lie $0.5\psi=0.075$ eV below the maximum, about $2.9kT$, and their effects on the mean nearly cancel. The mean is therefore closer to an integer than the remaining spread of sizes would suggest. At 125 mV, $u=5/6$, the island of six has $G_6=4.00\psi$ and that of five has $3.83\psi$. The difference is about $kT$, and the mean is 5.59. With $\psi$ raised to $60kT$ at the same $u$, it comes within 0.01 of 6. For islands above seven atoms these numbers use the known lattice result $m_n=\lceil\sqrt{12n-3}\,\rceil$, which is not proved here. All these means and weights count one shape per size. Counting every shape and orientation of the islands would lower the value at 125 mV from 5.59 to about 4.9. It would give 1.94 at 225 mV, where the pair then carries about 80 per cent of the weight, and 0.97 at 375 mV.

For surface work and site density independent of voltage, the slope of $\ln J$ gives the weighted mean $\langle n+\alpha_n\rangle$, and a model of flat islands shows when the critical size stays near a fixed integer. What remains is to treat compact clusters, separate $\alpha$ from the size, allow surface work and site density to vary with voltage, and test the reading on a silver deposit.
